Transient enhanced diffusion without visible {311} defects

Put a thin sheet of clusters at depth R below the surface of a silicon crystal. The clusters hold Q extra silicon atoms per unit area, and in a hot anneal they release these one at a time as mobile self-interstitials. The surface absorbs any interstitial that reaches it. While the sheet is emitting, the free interstitial concentration there is C, far above its equilibrium value, and falls to nearly zero at the surface. The gradient is C/R, so interstitials leave the crystal at the rate D_I C/R per unit area, where D_I is their diffusivity. When the sheet is empty, all Q of them have left:

∫ (D_I C/R) dt = Q, hence ∫ C dt = QR/D_I.

Boron diffuses in proportion to the concentration of free interstitials, so this time integral fixes how far it spreads. The result contains the number of stored atoms and their depth. It does not contain the size or shape of the clusters, or whether a microscope could see them.

**The belief and its appeal**

Boron in implanted silicon can diffuse, for a limited time, thousands of times faster than in unimplanted silicon at the same temperature. This is transient enhanced diffusion. Electron microscopy of implanted and annealed silicon often shows rod-like defects, ribbons of extra silicon atoms lying on {311} planes. They shrink during the anneal, and the atoms they lose are interstitials. It is then natural to read the image as a test: if there are no {311} rods, there is no source of interstitials and no enhanced diffusion.

The first half of this reasoning is sound. Dissolving rods do supply interstitials, and where they hold most of the excess, their disappearance and the end of the enhancement belong together. The error lies in turning a sufficient source into a necessary one. An image records clusters above a certain size, whereas boron responds to free interstitials, which carry no record of the cluster that emitted them.

**What clusters do control**

Let C_I be the free interstitial concentration, C_I* its equilibrium value in undamaged silicon, and S = C_I/C_I* the supersaturation. Treat a cluster as an absorbing sphere of radius a. The steady concentration around it is C_I(1 − a/r), whose gradient at r = a is C_I/a. Multiplying by D_I and the area 4πa² gives

capture rate = 4πa D_I C_I.

Emission follows from detailed balance. Let E be the energy cost of storing one more interstitial in the cluster, measured from the perfect crystal. A free interstitial at supersaturation S has chemical potential kT ln S on the same scale, since at S = 1 interstitials can be exchanged with the perfect crystal at no cost in free energy. Neglecting vibrational entropy differences, capture and emission balance when kT ln S = E, so

S_eq = exp(E/kT),
emission rate = 4πa D_I C_I* S_eq.

Above S_eq a cluster gains atoms on average; below it, it loses them. Small clusters generally store interstitials less favourably than long rods do. Their E is then larger, and the same number of stored atoms is spread over many more emitting clusters. Both favour a stronger pulse, which must also be shorter if the integral in the opening case is to stay fixed.

**The budget for any cluster kinetics**

The sheet argument assumed a thin source and a steady gradient. Neither is needed. Let B(x,t) be the density of interstitials held in immobile clusters of all kinds. Clustering and emission move atoms between B and C_I but do not change the sum. If D_I is constant and no interstitials are lost irreversibly in the bulk,

∂(C_I + B)/∂t = D_I ∂²C_I/∂x².

At the start C_I = C_I* and B = ρ(x), the stored profile. After a complete anneal C_I is again C_I* and B is negligible. Integrating the left side over time therefore gives −ρ(x). On the right, C_I* is uniform and may be subtracted inside the derivative. With

Θ(x) = ∫ (S − 1) dt,

which has the dimension of time, the result is

D_I C_I* d²Θ/dx² = −ρ(x).

Two boundary conditions are needed. Far below the damage there is no net flux, so dΘ/dx = 0. At the surface, interstitials recombine at the rate k_s(C_I − C_I*), and this must equal the arriving flux D_I ∂C_I/∂x. Dividing by k_s C_I* and integrating over time gives

Θ(0) = L_s dΘ/dx at x = 0, with L_s = D_I/k_s.

A perfect surface sink has L_s = 0. Now integrate the equation for Θ from x down to the region of zero flux:

D_I C_I* dΘ/dx = ∫ from x to ∞ of ρ(x') dx'.

At x = 0 the right side is Q, so D_I C_I* Θ(0) = Q L_s. A second integration, from 0 to x, gives

D_I C_I* Θ(x) = Q L_s + ∫ from 0 to x dy ∫ from y to ∞ ρ(x') dx'.

Exchange the order of integration. An atom stored at x' contributes for every y that is smaller than both x and x', a range of length min(x,x'). Hence

Θ(x) = [1/(D_I C_I*)] ∫ ρ(x') [min(x,x') + L_s] dx'.

Below all the damage min(x,x') = x', and with R the mean depth of the stored atoms,

Θ = Q(R + L_s)/(D_I C_I*).

For L_s = 0 this is the opening result divided by C_I*. No cluster energy, size or capture radius survives. Two stores with the same profile, annealed to completion at the same temperature, give the same Θ even if one is visible and the other is not.

**From interstitials to boron**

Suppose that boron diffuses by interstitials alone and stays in local equilibrium with them. Its diffusivity is then D_B* S, where D_B* is the value in unimplanted silicon, and its concentration A obeys

∂A/∂t = ∂/∂x (D_B* S ∂A/∂x).

Place a narrow boron marker below the damage, where S is nearly uniform across it. Multiply by (x − m)², with m the mean marker depth, and integrate by parts twice; the boundary terms vanish because A does. The first integration gives −2D_B* S ∫(x − m)(∂A/∂x)dx, and the second turns this into +2D_B* S ∫A dx. After division by the marker dose ∫A dx, the variance σ² obeys dσ²/dt = 2D_B* S. Since ∫S dt = Θ + t,

increase of σ² = 2D_B*(Θ + t).

The term in t is ordinary diffusion. The term in Θ is the transient enhancement.

**Equal doses in invisible clusters and in rods**

Take a silicon self-implant that leaves Q = 5×10¹² cm⁻² stored interstitials, one per implanted ion. Their profile is a Gaussian centred at 60 nm with a straggle of 25 nm, cut off at the surface, which puts the mean depth at R = 60.56 nm. The anneal is at 750 °C, where kT = 0.08817 eV. Rough typical values are D_I = 10⁻⁷ cm²/s, C_I* = 10⁹ cm⁻³ and D_B* = 7×10⁻¹⁸ cm²/s. The surface is a perfect sink, and the boron marker lies at 200 nm with an initial σ of 10 nm. The budget is

Θ = (5×10¹² cm⁻²)(6.056×10⁻⁶ cm)/[(10⁻⁷ cm²/s)(10⁹ cm⁻³)]
  = 3.03×10⁵ s = 84 h.

The pulse thus moves boron as far as 84 hours of ordinary diffusion at the same temperature.

The diffusion equation was solved numerically, together with explicit cluster kinetics, in a layer 5 µm deep with a reflecting bottom. In the first case all stored atoms start in clusters of eight, which gain and lose single atoms but cannot grow beyond eight. A compact cluster of this size is 0.67 nm across, well below the rough 2 nm needed for a visible defect. Its energy is E = 0.80 eV at every size and its capture radius 0.5 nm. In the second case the same profile is held in rods of 300 atoms with E = 0.65 eV and a capture radius of 2 nm. The rods keep their mean size while their number falls.

The computed Θ at the marker is 3.028×10⁵ s in both cases, in agreement with the formula. The histories are very different:

- Small clusters: peak S about 16,700 at the marker; 90% of Θ delivered in 41 s.
- Rods: peak S about 330; 90% of Θ delivered in 1875 s.

The invisible source gives the more violent pulse. For the marker, the enhanced part of the variance increase is

2D_B*Θ = 2(7×10⁻¹⁸ cm²/s)(3.03×10⁵ s) = 4.24×10⁻¹² cm² = 424 nm².

The small-cluster run lasted 2000 s, which adds 2.8 nm² of ordinary diffusion. The computed increase is 426.7 nm², and σ grows from 10 nm to 23.0 nm. Without the implant, the same 2000 s would take it to 10.14 nm. The rod run lasted 30,000 s and gives 465.9 nm², of which 42.0 nm² is ordinary diffusion. The difference between the totals comes from the longer anneal, not from the rods.

One number needs comment. The small-cluster peak exceeds S_eq, which is 8722 for E = 0.80 eV. This is possible because the largest clusters can emit but have no larger size to grow into. Early in the anneal nearly all clusters still hold eight atoms, so they emit without recapturing, and capture and emission are not in balance. If recapture is ignored, the Q/8 clusters per unit area emit (Q/8)4πa D_I C_I* S_eq, and the surface removes D_I C_I/R. Setting the two equal gives S = S_eq × 4πaRQ/8 = 8722 × 2.38, or about 20,700. The peak lies below this estimate for two reasons. It comes after only about 0.08 s, when interstitials are still spreading into the deep layer; this lowers S at the marker depth x by a fraction of about x/√(πD_I t) ≈ 13%, to roughly 18,100. Recapture by clusters that have already lost atoms accounts for the smaller remainder. If growth were allowed at the same energy, the clusters would take up this excess: the peak would fall below S_eq, to about 6,700, still some twenty times the rod value, and some clusters might ripen into rods. That would change the history but not the completed budget.

**Why the rod pulse is weak and long**

The rods can be followed by hand if the store is again treated as a sheet. There are Q/n rods per unit area, with n = 300. Their net emission is v_e(C_eq − C_I), where C_eq = C_I* S_eq and

v_e = 4πa D_I Q/n = 4.19×10⁻³ cm/s.

The surface removes (D_I/R)C_I, with D_I/R = 1.65×10⁻² cm/s; C_I* is negligible beside C_I. Setting the two equal gives v_e C_eq = (v_e + D_I/R)C_I, so

S = S_eq v_e/(v_e + D_I/R) = 1591 × 4.19/(4.19 + 16.5) = 322.

The full calculation peaks at 331. Emission is the bottleneck: the surface could remove interstitials about four times faster than v_e supplies them.

The duration follows too. Let q be the dose still stored and write v_e = βq, with β = 4πa D_I/n, and u = D_I/R. The loss is dq/dt = −uC_I = −u C_eq βq/(βq + u). Inverting,

dt = −[1/(u C_eq) + 1/(β C_eq q)] dq.

Integrating from q = Q to q = Q/10 gives

t = 0.9Q/(u C_eq) + ln 10/(β C_eq).

With C_eq = 1.591×10¹² cm⁻³ and β = v_e/Q = 8.38×10⁻¹⁶ cm³/s, the terms are about 170 s and 1730 s. Their sum, 1900 s, is close to the computed 1875 s. The first term is the time set by the surface, the second the time set by slow emission. Neither time enters Θ.

**What an empty image proves**

Suppose an image covers an area of 1 µm² and shows no rods. If rods lie at random with density N and every rod is detected, the chance of finding none is exp(−N × area). Densities for which this chance is below 5% are excluded at the 95% level:

N < −ln(0.05)/(1 µm²) = 3.0×10⁸ cm⁻².

If the mean rod held 300 atoms, rods at this limit would store 9.0×10¹⁰ cm⁻², or 1.8% of Q. Had rods held the whole dose, the image would have contained about 167 of them. The empty image is therefore strong evidence against rods as the main store at the moment the sample was cooled. It sets no limit on the interstitials held in eight-atom clusters, and these suffice for the full 424 nm².

The moment of observation matters as well. An image taken after a long anneal may be empty because rods were present and have dissolved.

**When there is little enhancement**

Nor does an empty image prove that enhancement occurs. The store may be empty, or it may be too stable to release its atoms in the time available. With E lowered to 0.10 eV for the small clusters and everything else unchanged, S_eq is only exp(0.10/0.08817) = 3.1. One cluster then emits at the rate

4πa D_I C_I* S_eq = (6.3×10⁻¹⁴ cm³/s)(3.1×10⁹ cm⁻³) = 2.0×10⁻⁴ s⁻¹.

In 600 s this is about 0.12 atoms out of eight, or 1.5%. The full calculation gives 1.3% of the complete Θ, with 98.7% of the atoms still stored. Both figures apply to clusters that cannot grow beyond eight atoms. If they could, they would recapture some of the emitted atoms, and even less would be released. Clusters must exist and must also dissolve.

An imperfect surface changes the budget in the opposite direction. With L_s = 10 nm the formula gives a factor (60.56 + 10)/60.56 = 1.165. A calculation with this surface, and with small-cluster energies running from 0.95 eV for two atoms to 0.75 eV for eight, gives Θ = 3.53×10⁵ s, as predicted. The surface length matters; the changed energies do not.

The temperature was held fixed throughout. If it varies and the surface is a perfect sink, the conserved quantity is ∫D_I C_I*(S − 1)dt, and the boron displacement depends on the ratio D_B*/(D_I C_I*) at the time of release. Clusters that empty during heating and rods that empty at the final temperature can then move boron by different amounts.

**Beside a real implant**

The example lies in the regime of a light silicon implant of some tens of keV, and a boron displacement of tens of nanometres is a realistic size. Enhanced boron diffusion without visible {311} defects has been reported for low-energy boron implants. The parameters here are rough. D_I and C_I* are poorly known separately, but Θ depends on their product, which is better constrained. One stored interstitial per ion is itself an estimate, and Θ scales directly with it. The two cluster energies are single representative values; real energies vary with size.

The assumption that the bulk keeps no interstitials can fail. Impurities such as carbon can trap them. With 5×10¹⁵ cm⁻³ of irreversible traps, each holding one interstitial, the small-cluster calculation keeps 68% of Θ at the marker, a reduction of about one third. Cleaner material is closer to the ideal budget.

Other corrections are smaller here. In a very deep wafer, some interstitials first wander downward and return late; for release at the start of the anneal, 0.15% of Θ at the marker is still missing after 600 s. A marker peak of 10¹⁷ cm⁻³, against a rough intrinsic carrier density of 10¹⁸ cm⁻³, raises the hole density by 5%, so doping hardly alters boron diffusion. If every marker boron atom kept one interstitial, that would take 5% of Q. A sink at the marker is weighted by min(x,x'), about 196 nm on average, rather than by R, so Θ at the marker would fall by 0.050 × 196/60.6, about 16%.

The shape of the marker needs more care than its width. Boron moves in separate events, in each of which it travels a random distance before becoming substitutional again. For exponentially distributed steps with a rough length λ = 5 nm, the mean square step is 2λ² and the mean fourth power 24λ⁴. The mean number of events is g = D_B*Θ/λ² = 212/25 = 8.5. For a random (Poisson) number of independent steps, the variance is 2gλ² = 2D_B*Θ, as before, and the fourth cumulant is 24gλ⁴. The excess kurtosis of the displacement, which is zero for a Gaussian, is therefore 24gλ⁴/(2gλ²)² = 6/g = 0.71. Random sampling gives 0.73. The tails are heavier than Gaussian, but the variance used to measure the enhancement is unchanged.

Calculated quantities

```
Temperature: 750 C; kT: 0.08817 eV
Stored interstitial dose Q: 5.00e+12 cm^-2
Implant centre, straggle: 60, 25 nm
Mean depth R of store: 60.56 nm
D_I: 1.0e-07 cm2/s; C_I*: 1.0e+09 cm^-3
D_B*: 7.0e-18 cm2/s
Marker depth, initial sigma: 200, 10 nm
Capture radius, small / rod: 0.5 / 2.0 nm
Energy E, small / rod: 0.80 / 0.65 eV
S_eq, small / rod: 8722 / 1591
Largest small cluster: 8 atoms, compact diameter 0.67 nm
Atoms per rod: 300
Theta at marker, formula: 3.0282e+05 s = 84.1 h
Theta at marker, small clusters: 3.0280e+05 s
Theta at marker, rods: 3.0280e+05 s
Peak S at marker, small clusters: 16737
Peak S at marker, rods: 331; lumped: 322
Rod emission speed v_e: 4.189e-03 cm/s
Surface loss speed D_I/R: 1.651e-02 cm/s
Time to 90% of Theta, small clusters: 40.8 s
Time to 90% of Theta, rods: 1875 s
Simulated anneal, small / rods: 2000 / 30000 s
Variance gain, small: 426.7 nm2; formula 426.8 nm2
Variance gain, rods: 465.9 nm2; formula 466.0 nm2
Ordinary part of gain, small / rods: 2.8 / 42.0 nm2
Final marker sigma, small clusters: 23.0 nm
Marker sigma without implant, same 2000 s: 10.14 nm
Varied energies, 2 to 8 atoms: 0.95 to 0.75 eV; L_s: 10 nm
Theta for that case: 3.5280e+05 s; formula 3.5282e+05 s
Tightly bound case: E 0.10 eV, 600 s
Its share of full Theta: 1.31 %; store left: 98.7 %
Image area with zero rods: 1 um2
95% limit on rod density: 3.00e+08 cm^-2
Limit on store in such rods: 8.99e+10 cm^-2 = 1.80 % of Q
Rods expected if they held Q: 167 per um2
Trap density: 5.0e+15 cm^-3; Theta kept at marker: 68.3 %
Deep-wafer part missing at 600 s: 0.146 %
Marker peak: 1.0e+17 cm^-3; n_i: 1.0e+18 cm^-3; p/n_i: 1.051
Marker boron dose / Q: 5.0 %
Mobile boron path: 5 nm; mean events: 8.48
Excess kurtosis of displacement: formula 0.708, sampled 0.725
Boron never moved by the pulse: 0.021 %
```
